Trilinear Coupling: Polarization Reversal Requires Reversing One Nonpolar Mode

**1. The symmetry argument**

Let P be the amplitude of a polar distortion, and let Q and R be the amplitudes of two nonpolar distortions, all measured from a parent structure of higher symmetry. Suppose that each symmetry operation of the parent multiplies each amplitude by +1 or −1:

(P, Q, R) → (s_P P, s_Q Q, s_R R).

If the product PQR is invariant, every operation must satisfy

s_P s_Q s_R = +1.

An operation that reverses the polarization has s_P = −1. Hence s_Q s_R = −1: one of the two nonpolar signs is −1 and the other is +1. Two states related by such an operation, with all three amplitudes nonzero, therefore differ in the sign of P and of exactly one nonpolar amplitude.

The rest of these notes states the assumptions, shows that reversing P alone from a global minimum costs energy, and compares, in a simple model, the barriers for reversing each nonpolar mode. The question matters for ferroelectrics such as hafnia, where polar and nonpolar distortions occur together and a memory element works by reversing P.

**2. Assumptions and the exact statement**

The amplitudes are real and belong to three different one-dimensional representations of the parent group. None of these representations is trivial, so each amplitude breaks some parent symmetry. The product PQR is invariant under every parent operation. Two minima are called equivalent if a parent symmetry operation carries one into the other.

The statement is as follows. Take a minimum at which P, Q and R are all nonzero. Every equivalent minimum with reversed P has exactly one of Q and R reversed.

Do such reversing operations exist? The pairs (s_P, s_Q) that occur form a group under multiplication. If it were smaller than the full set of four pairs, one of these would hold: s_P is always +1, s_Q is always +1, or s_P always equals s_Q. The first two make a representation trivial, and the third makes two representations equal. All are excluded, so all four pairs occur. Since s_R = s_P s_Q, the possible sign triples are

(+, +, +), (+, −, −), (−, +, −), (−, −, +).

A minimum with three nonzero amplitudes thus belongs to a set of four equivalent minima, two for each sign of P. From any one of them, P can be reversed in two ways: together with Q, or together with R.

The one-dimensional assumption is a real restriction. In a cubic parent the polarization has three components, and an operation may turn one component of a distortion into another. "Reversing Q" then need not describe what happens. To use the result for hafnia, one must first check that the chosen parent structure and amplitudes meet the assumptions.

**3. A chain in which the signs can be seen**

Consider a line of alternating atoms A and B, equally spaced and joined by identical springs. Cell j contains A at position j and B at position j + 1/2, in units of the cell length. Let s = (−1)^j and choose the displacements

u_A(j) = P + Q s,
u_B(j) = −P + R s.

If A and B carry opposite charges, P is a polar displacement. Q and R alternate from cell to cell and give no net dipole.

Translation by one cell changes s into −s. It reverses Q and R and leaves P alone, which is the triple (+, −, −).

Inversion about the A atom at the origin replaces u(x) by −u(−x). For the A atoms j becomes −j, and s is unchanged, so P and Q change sign. The B atom of cell j is exchanged with that of cell −j−1, where s has the opposite value. Its new displacement is

−[−P + R(−s)] = P + R s.

Thus P is reversed and R is not, which is the triple (−, −, +). Inversion followed by translation gives (−, +, −).

The springs also show where the trilinear term comes from. Let a spring stretched by d have energy

V(d) = κd²/2 + γd³/3 + δd⁴/4.

The two stretches belonging to cell j are

d₁ = u_B(j) − u_A(j) = −2P + (R − Q)s,
d₂ = u_A(j+1) − u_B(j) = 2P − (Q + R)s.

Since s averages to zero and s² = 1, the average of (x + ys)³ is x³ + 3xy². The cubic terms therefore add, per cell, to

⟨d₁³ + d₂³⟩ = −8P³ − 6P(R − Q)² + 8P³ + 6P(Q + R)²
= 6P[(Q + R)² − (R − Q)²]
= 24PQR.

Multiplication by γ/3 gives 8γPQR. In the κ and δ terms the averages are ⟨(x + ys)²⟩ = x² + y² and ⟨(x + ys)⁴⟩ = x⁴ + 6x²y² + y⁴, with x² = 4P² for both springs. Adding the two springs gives (R − Q)² + (Q + R)² = 2Q² + 2R² and (R − Q)⁴ + (Q + R)⁴ = 2Q⁴ + 12Q²R² + 2R⁴. The odd cross terms cancel, and only even powers of P, Q and R remain. With γ = −0.005 hartree/bohr³ the trilinear coefficient is −0.04 hartree/bohr³, as a direct evaluation of the chain energy confirms. The chain serves here to show the symmetry and the origin of the coupling; it is not a model of a switching ferroelectric.

**4. The general form of the free energy**

A monomial PⁱQʲRᵏ is invariant under (−, −, +) if i + j is even, and under (−, +, −) if i + k is even. The three exponents are therefore all even or all odd. In the odd case a factor PQR can be taken out, so a polynomial free energy has the form

F = A(P², Q², R²) + PQR B(P², Q², R²).

At lowest order B is a constant, called g.

This form shows why the three distortions occur together. Set Q = 0. The derivative of A with respect to Q vanishes there, because A depends on Q², and what remains is

∂F/∂Q = PR B(P², 0, R²).

If P and R are nonzero and B does not vanish, the state is not stationary. The same holds with the names exchanged: any two nonzero amplitudes produce a force on the third. A minimum with P nonzero and at least one nonpolar amplitude nonzero therefore has all three nonzero, provided that B does not vanish at the point in question.

**5. What happens if P alone is reversed**

Reversing P leaves A and B unchanged and changes the sign of PQR. Hence

F(−P, Q, R) − F(P, Q, R) = −2PQR B.

Reversing all three amplitudes gives the same change. At a global minimum this difference cannot be negative. If the amplitudes and B are nonzero there, then PQR B < 0, and the difference is strictly positive. The state with P alone reversed thus has a higher energy, so it cannot be an equivalent minimum or even an accidental partner of equal energy.

For constant B = g there is a further result. Stationarity at the original minimum reads

∂A/∂P + gQR = 0.

Since A is even in P, its derivative changes sign when P does. At (−P, Q, R) we therefore have

∂F/∂P = −∂A/∂P + gQR = gQR + gQR = 2gQR,

which is not zero. The state is not stationary.

The physical picture is that Q and R together act on P like an internal field −gQR. The sign of the product QR decides which sign of P is favoured. In zero applied field, the opposite polarization is favoured only if the product QR changes sign, and that takes the reversal of one factor, not of both. An applied field that outweighs the internal one can drive P through zero while Q and R keep their signs; such a state is not an equivalent minimum.

**6. A model that can be solved**

Take

F = k_P P²/2 − a_Q Q²/2 + b_Q Q⁴/4 − a_R R²/2 + b_R R⁴/4 + hQ²R²/2 + gPQR,

with k_P, a_Q, a_R, b_Q and b_R positive. Without the coupling g, the polar amplitude would be zero. Stationarity in P gives

k_P P + gQR = 0, so P = −gQR/k_P.

This is the lowest energy for given Q and R, because F is a convex quadratic in P. Substitution changes the two terms containing P into

g²Q²R²/(2k_P) − g²Q²R²/k_P = −g²Q²R²/(2k_P).

The coupling therefore replaces h by

h′ = h − g²/k_P.

With X = Q² and Y = R² the remaining energy is

F = −a_Q X/2 − a_R Y/2 + b_Q X²/4 + b_R Y²/4 + h′XY/2.

For nonzero Q and R, stationarity requires

b_Q X + h′Y = a_Q,
h′X + b_R Y = a_R.

Multiply the first equation by b_R and the second by h′, and subtract; then eliminate X in the same way. With D = b_Q b_R − h′² this gives

X = (a_Q b_R − h′a_R)/D,
Y = (a_R b_Q − h′a_Q)/D.

If D > 0, the energy is a convex quadratic function of X and Y. When the solution has X > 0 and Y > 0, it is then the global minimum. To find its energy, multiply the first stationarity equation by X and the second by Y and add:

b_Q X² + b_R Y² + 2h′XY = a_Q X + a_R Y.

The quartic part of F is one quarter of the left side, and the quadratic part is minus one half of the right side. Hence

F₀ = −(a_Q X + a_R Y)/4.

**7. Numbers for the minima**

The following round parameters describe no particular material. Energies are per cell:

k_P = 0.1, a_Q = 0.02, a_R = 0.01 hartree/bohr²,
b_Q = b_R = 0.04, h = 0.01 hartree/bohr⁴,
g = −0.04 hartree/bohr³.

In the corresponding atomic units,

h′ = 0.01 − 0.0016/0.1 = −0.006,
D = 0.0016 − 0.000036 = 0.001564,
X = (0.0008 + 0.00006)/0.001564 = 0.550,
Y = (0.0004 + 0.00012)/0.001564 = 0.332.

Thus |Q| = 0.742 bohr, |R| = 0.577 bohr and

|P| = 0.04 × 0.742 × 0.577/0.1 = 0.171 bohr.

A numerical search in all three amplitudes, from many starting points, found four minima with these magnitudes. Their signs are (+, +, +), (+, −, −), (−, +, −) and (−, −, +). Each has energy −0.00358 hartree relative to the undistorted parent.

Starting from the minimum (+, +, +), reversal of P alone costs

2 × 0.04 × 0.17103 × 0.74153 × 0.57661 = 0.00585 hartree.

This exceeds the depth of the minimum, so the resulting state lies above the parent. There ∂F/∂P = −0.0342 hartree/bohr, and the force, which is minus this derivative, pushes P back towards positive values. When the three amplitudes were allowed to relax downhill with equal mobilities, the system returned to the original minimum.

**8. Which nonpolar mode reverses?**

Symmetry allows either choice. In this model the barriers distinguish them.

A continuous path that ends with R reversed must cross R = 0. On that plane the cross terms vanish, and the lowest energy occurs at P = 0 and Q² = a_Q/b_Q:

F_R = −a_Q²/(4b_Q) = −0.0004/0.16 = −0.0025 hartree.

The highest point of the path cannot lie below this value. A path that attains it can be written down. Let R run from its initial value through zero to its opposite, and at each R choose

P = −gQR/k_P, Q² = (a_Q − h′R²)/b_Q, Q > 0.

The expression for Q² is linear in Y = R². It is positive at Y = 0 and at the minimum, hence everywhere between. On this path

F(Y) = −(a_Q − h′Y)²/(4b_Q) − a_R Y/2 + b_R Y²/4.

Its second derivative with respect to Y is b_R/2 − h′²/(2b_Q) = D/(2b_Q), which is positive. F(Y) is therefore convex, with its lowest point at the minimum found above, and it decreases steadily from Y = 0 to that point. The highest energy on the path is F_R, at R = 0. P changes sign at the same point.

Exchanging the labels Q and R gives the other route, whose highest energy is

F_Q = −a_R²/(4b_R) = −0.0001/0.16 = −0.000625 hartree.

The two barriers are

F_R − F₀ = −0.00250 + 0.00358 = 0.00108 hartree = 29.4 meV for reversing R,
F_Q − F₀ = −0.000625 + 0.00358 = 0.00296 hartree = 80.4 meV for reversing Q.

As a check that does not use these paths, the energy was evaluated on a three-dimensional grid, and the lowest level at which two minima become connected was found. It agrees with F_R and F_Q to within about 10⁻⁶ hartree.

The difference between the barriers is a_Q²/(4b_Q) − a_R²/(4b_R), the difference between the depths of the two nonpolar modes taken separately. The easier route keeps the mode with the deeper well of its own and reverses the other. This is a property of the present model, not a consequence of symmetry.

These are barriers per cell when all cells reverse together at zero electric field. They are not coercive fields, and they say nothing about reversal by the motion of domain walls. A field that couples to P alone favours one sign of P, but it leaves the two final states (−, +, −) and (−, −, +) equal in energy, because the operation (+, −, −) connects them and does not affect P.

The rule concerns the end states and does not count events along the path. For example, the sequence

(+, +, +) → (−, −, +) → (+, −, −) → (−, +, −)

reverses Q twice and R once. Compared with the start, P and R are reversed and Q is not.

**9. Where the conditions matter**

*Weak coupling.* Let P have a double well of its own, by taking k_P = −0.02 hartree/bohr² and adding b_P P⁴/4 with b_P = 0.04 hartree/bohr⁴. Also set h = 0 and g = −0.001 hartree/bohr³, and keep the other parameters. The search now finds eight minima. Two of them are

lower: (+0.716, +0.716, +0.524) bohr,
upper: (−0.699, +0.699, +0.474) bohr.

Between these two, P has reversed its sign and neither nonpolar mode has. The states are not equivalent: their magnitudes differ, and the upper one is higher by 0.00050 hartree. It is a metastable minimum.

The gap can be understood to first order in g. Without coupling the amplitudes satisfy P² = Q² = 0.02/0.04 = 0.5 bohr² and R² = 0.01/0.04 = 0.25 bohr². The coupling then shifts the two energies by ∓|gPQR|, and their separation is

2 × 0.001 × 0.5 × 0.5 = 0.0005 hartree,

in agreement with the search. Within the four lower minima, and also within the four upper ones, each reversal of P is accompanied by one nonpolar reversal.

This does not conflict with section 5. The exact mirror state (−P, Q, R) of the lower minimum is not stationary, but a true minimum can survive near it, with shifted magnitudes, when P has a double well of its own and the coupling is weak enough.

*No nonpolar distortion.* If P has its own double well while both nonpolar modes are stable, there can be minima with Q = R = 0. Write the nonpolar energy near such a minimum as

κ_Q Q²/2 + κ_R R²/2 + gPQR,

where κ_Q and κ_R are positive stiffnesses. This quadratic form is positive for all nonzero (Q, R) if

κ_Q κ_R > g²P².

Under this condition the polar state is locally stable without Q or R. In the numerical example of this kind, the search found two minima, at P = ±0.707 bohr with Q = R = 0. Polarization reversal then requires no nonpolar reversal, although PQR is still present in the free energy. The presence of the invariant is thus not sufficient by itself; the nonpolar amplitudes must be nonzero at the minima.

*Higher-order coupling.* The sign argument of section 1 does not depend on B being constant. A test with an added PQ³R term, together with sixth-order terms for stability, again gave four minima that obey the rule. The proof in section 5 that the state with P alone reversed is not stationary needs more care. For variable B the same steps give ∂F/∂P = 2QR(B + P ∂B/∂P) at (−P, Q, R), with the bracket evaluated at the original minimum. If B does not depend on P, as for the PQ³R term, this is 2QR B and the conclusion stands wherever B is nonzero. If B depends on P, the bracket can vanish and the argument no longer suffices. For variable B its energy is still higher than that of the global minimum, as long as B is nonzero there.

The parameters of the last two examples are set in the program.

Values computed for the example and the checks

```
Translation signs (P,Q,R): (1, -1, -1) (dimensionless)
Inversion signs (P,Q,R): (-1, -1, 1) (dimensionless)
Chain cubic spring gamma: -0.005 hartree/bohr^3
Chain trilinear coefficient: -0.04 hartree/bohr^3
Input kP: 0.1 hartree/bohr^2
Input aQ: 0.02 hartree/bohr^2
Input aR: 0.01 hartree/bohr^2
Input bQ: 0.04 hartree/bohr^4
Input bR: 0.04 hartree/bohr^4
Input h: 0.01 hartree/bohr^4
Input g: -0.04 hartree/bohr^3
Effective h: -0.006 hartree/bohr^4
Denominator D: 0.001564 hartree^2/bohr^8
Q squared: 0.549872 bohr^2
R squared: 0.332481 bohr^2
Minimum 1 (P,Q,R): +0.17103, +0.74153, +0.57661 bohr
Minimum 2 (P,Q,R): +0.17103, -0.74153, -0.57661 bohr
Minimum 3 (P,Q,R): -0.17103, +0.74153, -0.57661 bohr
Minimum 4 (P,Q,R): -0.17103, -0.74153, +0.57661 bohr
Energy of each minimum: -0.00358056 hartree
Cost of reversing P alone: 0.0058503 hartree
Cost of reversing all three: 0.0058503 hartree
dF/dP after reversing P alone: -0.0342061 hartree/bohr
Relaxed from P-only reversal: +0.17103, +0.74153, +0.57661 bohr
Saddle for R reversal: +0.00000, +0.70711, +0.00000 bohr
Saddle for Q reversal: +0.00000, +0.00000, +0.50000 bohr
Saddle energy, R reversal: -0.0025 hartree
Saddle energy, Q reversal: -0.000625 hartree
Flood level, R reversal: -0.002499 hartree
Flood level, Q reversal: -0.000624996 hartree
Barrier, R reversal: 0.00108056 hartree
Barrier, R reversal: 29.4036 meV
Barrier, Q reversal: 0.00295556 hartree
Barrier, Q reversal: 80.425 meV
Higher-order case, number of minima: 4
Weak case kP: -0.02 hartree/bohr^2
Weak case bP: 0.04 hartree/bohr^4
Weak case h: 0 hartree/bohr^4
Weak case g: -0.001 hartree/bohr^3
Weak case, lower minimum: +0.71631, +0.71631, +0.52391 bohr
Weak case, P-reversed minimum: -0.69869, +0.69869, +0.47353 bohr
Weak case, energy gap: 0.000499995 hartree
Proper case, minimum 1: +0.70711, +0.00000, +0.00000 bohr
Proper case, minimum 2: -0.70711, +0.00000, +0.00000 bohr
```
